**Becker-Doering nucleation rate from attachment resistances**

The program examines $J=1/\sum_n R_n$ with $R_n=1/(f_nC_n)$, where $f_n$ is the rate at which a cluster of $n$ atoms gains an atom and $C_n$ is the zero-flux reference density. It asserts the general boundary formula symbolically for a short chain, and compares the resistance sum with a direct solution of the steady rate equations. Further assertions compare the return probability with random walks, the time lag with time stepping, and the Gaussian approximation with the full sum. For the rough tin-vapour model at 1500 K and supersaturation 15, the output gives a critical size of 15.6 atoms and $J=8.0\times10^{13}$ cm⁻³ s⁻¹. Below saturation, the printed flux collapses as the removal size is raised. The program also estimates the effects of latent heat, third-body stabilization, dimer attachment and cluster free energies. The free-energy choice has the largest effect among those printed, a factor of about $4\times10^{-5}$.

## Program and output

```python
"""
Steady Becker-Doering nucleation: J = 1 / sum_n R_n,  R_n = 1/(f_n C_n).
f_n: rate at which a cluster of n atoms gains one atom
b_n: rate at which a cluster of n atoms loses one atom
c_n: actual density of clusters; c_1 is fixed and c_N = 0
C_n: reference density, C_1 = c_1 and f_n C_n = b_(n+1) C_(n+1)
Example: liquid tin droplets forming from tin vapour in argon.
Rates are also solved directly, without C_n or R_n, to test the result.
Internal units are SI; printed units are stated on each line.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough, rounded inputs for tin vapour in an inert-gas condensation source
temperature = 1500.0
torr = const.torr
p_sat = 0.01 * torr
supersat = 15.0
p_argon = 10.0 * torr
gamma = 0.45
atom_volume = 0.03e-27
mass_sn = 118.7 * const.atomic_mass
mass_ar = 39.95 * const.atomic_mass
radius_ar = 0.17e-9
heat_vap = 3.0 * const.e

kT = const.k * temperature
c_sat = p_sat / kT
c1 = supersat * c_sat
c_ar = p_argon / kT
r1 = (3 * atom_volume / (4 * np.pi)) ** (1 / 3)
area1 = 4 * np.pi * r1**2
theta = gamma * area1 / kT


def collision_kernel(ra, ma, rb, mb):
    """Hard-sphere collision volume swept per unit time."""
    reduced = ma * mb / (ma + mb)
    return np.pi * (ra + rb) ** 2 * np.sqrt(8 * kT / (np.pi * reduced))


def monomer_kernel(n):
    k = collision_kernel(r1, mass_sn, r1 * n ** (1 / 3), n * mass_sn)
    return np.where(n == 1, 0.5 * k, k)  # like pairs are counted once


def work(n, S, th=theta):
    """Work to form size n from a monomer, divided by kT."""
    return th * (n ** (2 / 3) - 1) - (n - 1) * np.log(S)


def rates(S, N):
    """gain[i]: i+1 -> i+2; loss[i]: i+2 -> i+1."""
    n = np.arange(1, N, dtype=float)
    k = monomer_kernel(n)
    step = (n + 1) ** (2 / 3) - n ** (2 / 3)
    return k * S * c_sat, k * c_sat * np.exp(theta * step)


def resistances(S, N, th=theta):
    n = np.arange(1, N, dtype=float)
    return np.exp(work(n, S, th)) / (monomer_kernel(n) * (S * c_sat) ** 2)


def band_matrix(gain, loss):
    """Rate matrix for sizes 2 to N-1, in banded storage."""
    ab = np.zeros((3, len(gain) - 1))
    ab[1] = -(loss[:-1] + gain[1:])
    ab[0, 1:] = loss[1:-1]
    ab[2, :-1] = gain[1:-1]
    return ab


def direct_steady(gain, loss, monomers):
    """Solve the raw steady balances; return densities and exit flux."""
    rhs = np.zeros(len(gain) - 1)
    rhs[0] = -gain[0] * monomers
    c = solve_banded((1, 1), band_matrix(gain, loss), rhs)
    return c, gain[-1] * c[-1]


def close(a, b, tol):
    return abs(a / b - 1) < tol


# Symbolic chain with arbitrary rates and arbitrary end density
f1, f2, f3, b2, b3, b4, m1, m4 = sp.symbols("f1 f2 f3 b2 b3 b4 m1 m4", positive=True)
x2, x3, flux = sp.symbols("x2 x3 flux")
sol = sp.solve([f1*m1 - b2*x2 - flux, f2*x2 - b3*x3 - flux,
                f3*x3 - b4*m4 - flux], [x2, x3, flux], dict=True)[0]
C2 = m1 * f1 / b2
C3 = C2 * f2 / b3
C4 = C3 * f3 / b4
general = (1 - m4/C4) / (1/(f1*m1) + 1/(f2*C2) + 1/(f3*C3))
assert sp.simplify(sol[flux] - general) == 0

# Main result against the direct solution, and detailed balance
N = 200
sizes = np.arange(1, N, dtype=float)
gain, loss = rates(supersat, N)
R = resistances(supersat, N)
J = 1 / R.sum()
c_steady, J_direct = direct_steady(gain, loss, c1)
assert close(J_direct, J, 1e-8)
ratio_ref = np.exp(work(sizes, supersat) - work(sizes + 1, supersat))
assert np.allclose(gain / loss, ratio_ref, rtol=1e-10)
y = np.cumsum(R[::-1])[::-1] * J
c_formula = c1 * np.exp(-work(sizes[1:], supersat)) * y[1:]
assert np.allclose(c_steady, c_formula, rtol=1e-6)

# Dependence on the removal size, above and at or below saturation
cut_above = {}
for cut in (20, 40):
    g, l = rates(supersat, cut)
    cut_above[cut] = direct_steady(g, l, c1)[1]
    assert close(cut_above[cut], 1 / resistances(supersat, cut).sum(), 1e-8)
assert cut_above[20] > cut_above[40] and close(cut_above[40], J, 0.01)
cut_below = {}
for S in (0.8, 1.0):
    for cut in (20, 40):
        g, l = rates(S, cut)
        cut_below[S, cut] = direct_steady(g, l, S * c_sat)[1]
        assert close(cut_below[S, cut], 1 / resistances(S, cut).sum(), 1e-8)
    assert cut_below[S, 40] < 1e-6 * cut_below[S, 20]


# Gaussian evaluation; its expected relative error is of order 1/barrier
def gaussian_rate(S):
    nc = (2 * theta / (3 * np.log(S))) ** 3
    barrier = theta * nc ** (2 / 3) - nc * np.log(S)
    Z = np.sqrt((2 / 9) * theta * nc ** (-4 / 3) / (2 * np.pi))
    rate = Z * monomer_kernel(nc) * (S * c_sat) ** 2 * np.exp(-work(nc, S))
    return nc, barrier, Z, float(rate)


n_crit, barrier, zeldovich, J_gauss = gaussian_rate(supersat)
assert abs(J_gauss / J - 1) < 1 / barrier
_, barrier3, _, J_gauss3 = gaussian_rate(3.0)
assert abs(J_gauss3 * resistances(3.0, 3000).sum() - 1) < 1 / barrier3

# Random growth and shrinkage: chance to return to a monomer
rng = np.random.default_rng(7)
start_size, walkers = 16, 20000
position = np.full(walkers, start_size)
p_up = np.zeros(N + 1)
p_up[2:N] = gain[1:] / (gain[1:] + loss[:-1])
active = np.arange(walkers)
while active.size:
    up = rng.random(active.size) < p_up[position[active]]
    position[active] += np.where(up, 1, -1)
    here = position[active]
    active = active[(here > 1) & (here < N)]
return_mc = np.mean(position == 1)
return_formula = y[start_size - 1]
sigma = np.sqrt(return_formula * (1 - return_formula) / walkers)
assert abs(return_mc - return_formula) < 4.5 * sigma  # sampling noise

# Time lag at a supercritical link from a linear solve
link = 40
area_deficit = solve_banded((1, 1), band_matrix(gain, loss), -c_steady)
lag = (gain[link-1] * area_deficit[link-2]
       - loss[link-1] * area_deficit[link-1]) / J

# Time evolution from pure monomers, until large clusters hold 10 per cent
N_big, dt = 20000, 1e-6
g_big, l_big = rates(supersat, N_big)
implicit = -dt * band_matrix(g_big, l_big)
implicit[1] += 1
c = np.zeros(N_big - 2)
n_big = np.arange(2, N_big, dtype=float)
time, lag_stepped, consumed = 0.0, 0.0, 0.0
while consumed < 0.1 and time < 4e-3:
    c[0] += dt * g_big[0] * c1
    c = solve_banded((1, 1), implicit, c)
    time += dt
    flux_ratio = (g_big[link-1]*c[link-2] - l_big[link-1]*c[link-1]) / J
    lag_stepped += dt * (1 - flux_ratio)
    consumed = np.dot(n_big[link-1:], c[link-1:]) / c1
assert consumed >= 0.1
assert g_big[-1] * c[-1] < 1e-3 * J  # the far boundary is not yet felt
assert abs(flux_ratio - 1) < 1e-3
assert close(lag_stepped, lag, 5e-3)
assert time > lag

# Third-body limit: both rates of the first links are reduced alike
r2 = r1 * 2 ** (1 / 3)
v_rel = np.sqrt(16 * kT / (np.pi * mass_sn))
lifetime = 2 * r1 / v_rel
alpha = lifetime * c_ar * collision_kernel(radius_ar, mass_ar, r2, 2 * mass_sn)
slow_ratio = {}
for k in (1, 2, 3):
    g, l, slow_R = gain.copy(), loss.copy(), R.copy()
    g[:k] *= alpha
    l[:k] *= alpha
    slow_R[:k] /= alpha
    slow_J = direct_steady(g, l, c1)[1]
    assert close(slow_J, 1 / slow_R.sum(), 1e-7)
    slow_ratio[k] = slow_J / J

# Latent heat: linear energy balance between growth and argon collisions
mean_energy = (quad(lambda x: 0.5 * x**5 * np.exp(-x*x/2), 0, np.inf)[0]
               / quad(lambda x: x**3 * np.exp(-x*x/2), 0, np.inf)[0])
assert close(mean_energy, 2.0, 1e-7)  # energy per striking atom over kT
nu = c_ar * collision_kernel(radius_ar, mass_ar,
                             r1 * sizes ** (1 / 3), sizes * mass_sn)
q = heat_vap - (2 / 3) * gamma * area1 * sizes ** (-1 / 3)
heat_load = gain * q**2 / (2 * nu * kT**2)
i = start_size - 1
b_cold = gain[i] * (1 - 1e-3)


def hot_loss(dT):
    return b_cold * np.exp(q[i]/const.k * (1/temperature - 1/(temperature+dT)))


dT = brentq(lambda x: (q[i]*(gain[i]-hot_loss(x)) - 2*const.k*x*nu[i])
            / (q[i]*gain[i]), 0, 10)
slowed = (gain[i] - hot_loss(dT)) / (gain[i] - b_cold)
assert close(slowed, 1 / (1 + heat_load[i]), 0.01)
heat_ratio = 1 / (R * (1 + heat_load)).sum() / J


# Dimer attachment, with reverse rates fixed by detailed balance
def network_flux(with_dimers, cut=80):
    A = np.zeros((cut - 2, cut - 2))
    rhs = np.zeros(cut - 2)
    links = [(n, n + 1, gain[n-1], loss[n-1]) for n in range(1, cut)]
    if with_dimers:
        dimers = c1 * np.exp(-work(2.0, supersat))
        for n in range(2, cut):
            k = collision_kernel(r2, 2*mass_sn, r1*n**(1/3), n*mass_sn)
            rate = dimers * k * (0.5 if n == 2 else 1.0)
            back = rate * np.exp(work(n+2.0, supersat) - work(float(n), supersat))
            links.append((n, n + 2, rate, back))
    for n, m, forward, back in links:
        if n == 1:
            rhs[m-2] -= forward * c1
        else:
            A[n-2, n-2] -= forward
        if m < cut:
            A[m-2, m-2] -= back
            if n > 1:
                A[m-2, n-2] += forward
                A[n-2, m-2] += back
    dens = np.linalg.solve(A, rhs)
    return sum(fw * dens[n-2] for n, m, fw, _ in links if m >= cut)


assert close(network_flux(False), J, 1e-6)
dimer_ratio = network_flux(True) / J
assert dimer_ratio > 1

# Sensitivity to cluster free energies
gamma_ratio = 1 / resistances(supersat, N, 1.05 * theta).sum() / J
offset_R = R.copy()
offset_R[1:] *= np.exp(theta)
offset_ratio = 1 / offset_R.sum() / J
r_crit = r1 * n_crit ** (1 / 3)
free_path = 1 / (np.sqrt(2) * c_ar * np.pi * (2 * radius_ar) ** 2)

print(f"Temperature: {temperature:.0f} K")
print(f"Saturation pressure (rough input): {p_sat/torr:.3f} Torr")
print(f"Supersaturation S: {supersat:.0f}; ln S: {np.log(supersat):.4f}")
print(f"Tin vapour pressure: {supersat*p_sat/torr:.3f} Torr")
print(f"Argon pressure: {p_argon/torr:.1f} Torr")
print(f"Surface tension (rough input): {gamma:.2f} J/m2")
print(f"Atomic volume (rough input): {atom_volume*1e27:.3f} nm3")
print(f"Heat of vaporization (rough input): {heat_vap/const.e:.1f} eV")
print(f"Argon radius (rough input): {radius_ar*1e9:.2f} nm")
print(f"kT: {kT/const.e:.5f} eV")
print(f"Monomer radius: {r1*1e9:.4f} nm")
print(f"theta: {theta:.4f}")
print(f"Monomer density c_1: {c1*1e-6:.4e} cm^-3")
print(f"Critical size n*: {n_crit:.3f} atoms")
print(f"Critical radius: {r_crit*1e9:.4f} nm")
print(f"Barrier from bulk-vapour reference: {barrier:.3f} kT")
print(f"Barrier from monomer, g(n*): {work(n_crit, supersat):.3f} kT")
for n in (1, 2, 5, 10, 15, 20, 30):
    print(f"n={n}: f={gain[n-1]:.4e} s^-1, R={R[n-1]*1e6:.4e} cm3 s,"
          f" share={R[n-1]*J:.3e}")
print(f"Size with largest resistance: {int(sizes[np.argmax(R)])} atoms")
print(f"Sum of resistances: {R.sum()*1e6:.5e} cm3 s")
print(f"Nucleation rate J, resistance sum: {J*1e-6:.5e} cm^-3 s^-1")
print(f"Nucleation rate J, direct solution: {J_direct*1e-6:.5e} cm^-3 s^-1")
print(f"Nucleation rate J: {J:.5e} m^-3 s^-1")
print(f"Dimer formation rate f_1 c_1: {gain[0]*c1*1e-6:.4e} cm^-3 s^-1")
print(f"Escape probability of a new dimer: {J/(gain[0]*c1):.4e}")
print(f"Zeldovich factor: {zeldovich:.4f}")
print(f"Gaussian rate / full rate: {J_gauss/J:.4f}")
print(f"Return chance from n={start_size}, formula: {return_formula:.4f}")
print(f"Return chance from n={start_size}, {walkers} walks: {return_mc:.4f}")
for cut in (20, 40):
    print(f"S=15, removal at {cut}: J(N)/J = {cut_above[cut]/J:.6f}")
for S in (0.8, 1.0):
    print(f"S={S}: J(N=20), J(N=40) = {cut_below[S,20]*1e-6:.3e},"
          f" {cut_below[S,40]*1e-6:.3e} cm^-3 s^-1")
print(f"Time lag at link {link}->{link+1}: {lag*1e6:.2f} us")
print(f"Time until sizes above {link} hold 10% of c_1: {time*1e6:.0f} us")
print(f"Flux/J at that time, c_1 held fixed: {flux_ratio:.6f}")
print(f"Complex lifetime estimate: {lifetime*1e12:.3f} ps")
print(f"Third-body sticking estimate alpha: {alpha:.3e}")
for k in (1, 2, 3):
    print(f"Rate ratio, alpha on first {k} link(s): {slow_ratio[k]:.4f}")
print(f"Rate ratio with latent-heat estimate: {heat_ratio:.3f}")
print(f"Rate ratio with dimer attachment: {dimer_ratio:.3f}")
print(f"Rate ratio, surface tension +5%: {gamma_ratio:.3f}")
print(f"Rate ratio, n>=2 free energies + theta kT: {offset_ratio:.3e}")
print(f"Argon mean free path: {free_path*1e6:.1f} um")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 1500 K
Saturation pressure (rough input): 0.010 Torr
Supersaturation S: 15; ln S: 2.7081
Tin vapour pressure: 0.150 Torr
Argon pressure: 10.0 Torr
Surface tension (rough input): 0.45 J/m2
Atomic volume (rough input): 0.030 nm3
Heat of vaporization (rough input): 3.0 eV
Argon radius (rough input): 0.17 nm
kT: 0.12926 eV
Monomer radius: 0.1928 nm
theta: 10.1454
Monomer density c_1: 9.6565e+14 cm^-3
Critical size n*: 15.580 atoms
Critical radius: 0.4814 nm
Barrier from bulk-vapour reference: 21.096 kT
Barrier from monomer, g(n*): 13.658 kT
n=1: f=1.6491e+05 s^-1, R=6.2797e-21 cm3 s, share=5.026e-07
n=2: f=3.6470e+05 s^-1, R=7.3334e-20 cm3 s, share=5.870e-06
n=5: f=4.6905e+05 s^-1, R=1.3092e-17 cm3 s, share=1.048e-03
n=10: f=6.0847e+05 s^-1, R=4.9126e-16 cm3 s, share=3.932e-02
n=15: f=7.2347e+05 s^-1, R=1.2110e-15 cm3 s, share=9.693e-02
n=20: f=8.2428e+05 s^-1, R=6.4813e-16 cm3 s, share=5.188e-02
n=30: f=9.9981e+05 s^-1, R=1.1038e-17 cm3 s, share=8.835e-04
Size with largest resistance: 15 atoms
Sum of resistances: 1.24939e-14 cm3 s
Nucleation rate J, resistance sum: 8.00392e+13 cm^-3 s^-1
Nucleation rate J, direct solution: 8.00392e+13 cm^-3 s^-1
Nucleation rate J: 8.00392e+19 m^-3 s^-1
Dimer formation rate f_1 c_1: 1.5924e+20 cm^-3 s^-1
Escape probability of a new dimer: 5.0262e-07
Zeldovich factor: 0.0960
Gaussian rate / full rate: 0.9976
Return chance from n=16, formula: 0.5078
Return chance from n=16, 20000 walks: 0.5102
S=15, removal at 20: J(N)/J = 1.225757
S=15, removal at 40: J(N)/J = 1.000002
S=0.8: J(N=20), J(N=40) = 4.026e-11, 3.141e-32 cm^-3 s^-1
S=1.0: J(N=20), J(N=40) = 3.433e-09, 2.291e-28 cm^-3 s^-1
Time lag at link 40->41: 88.09 us
Time until sizes above 40 hold 10% of c_1: 786 us
Flux/J at that time, c_1 held fixed: 1.000000
Complex lifetime estimate: 0.527 ps
Third-body sticking estimate alpha: 1.751e-05
Rate ratio, alpha on first 1 link(s): 0.9721
Rate ratio, alpha on first 2 link(s): 0.7332
Rate ratio, alpha on first 3 link(s): 0.2287
Rate ratio with latent-heat estimate: 0.334
Rate ratio with dimer attachment: 1.133
Rate ratio, surface tension +5%: 0.059
Rate ratio, n>=2 free energies + theta kT: 3.926e-05
Argon mean free path: 30.2 um
ALL CHECKS PASSED
```
